Critical mass ratio for an exciton bound to an ionized donor

Problem

An ionized donor is a fixed charge +1 in a semiconductor. An electron and a hole are added. Determine variationally for which ratios s = m_e/m_h the three charges stay together, and decide whether binding is already lost at s = 0.43.

The bands are taken as isotropic and parabolic, and the Coulomb force is screened by a static dielectric constant ε. Electron-hole exchange and the short-range potential of the donor core are neglected. Lengths are in donor radii a_D and energies in donor hartrees E_D, so that the electron has mass 1 and the hole has mass 1/s. With r_e, r_h and r_eh the electron-donor, hole-donor and electron-hole distances,

H = −½∇_e² − (s/2)∇_h² − 1/r_e + 1/r_h − 1/r_eh.

What counts as bound. The continuum of H begins at the lowest energy of separated fragments (the HVZ theorem). A neutral donor with a distant free hole has energy −1/2. A free exciton far from the donor has reduced mass 1/(1+s), hence energy −1/[2(1+s)], which is higher for every s > 0. Three free charges have energy 0, and the hole and the donor repel each other. The complex is therefore bound if its lowest energy satisfies E < −1/2, and the hole is the particle that leaves first.

For numerical values, take a model semiconductor with m_e equal to 0.1 free-electron masses and ε = 10. Then a_D = 52.918 Å, the Bohr radius times ε/0.1, and E_D = 0.027211 eV, the atomic hartree times 0.1/ε².

First estimate by scaling

Suppose that the electron follows the hole instantly. With the hole at distance R from the donor, the electron moves in the field of two unit positive charges and has ground-state energy ε₀(R). The hole then feels the potential

U(R) = ε₀(R) + 1/R.

It tends to −1/2 at large R. Expanding the electron function in prolate spheroidal coordinates and diagonalizing gives a minimum at R₀ = 105.68 Å, which lies D = 0.002793 eV below the value at infinity. In donor units

R₀ = 105.68/52.918 = 1.997,  D = 0.002793/0.027211 = 0.1026.

Confining the hole to a region of size R₀ costs a kinetic energy of about s/(2R₀²). Binding should end when this cost equals D:

s ≈ 2DR₀² = 2 × 0.1026 × 1.997² ≈ 0.82.

The estimate says that the critical ratio is of order one. It cannot decide the case s = 0.43.

Solution: a variational principle for the ratio itself

Write a real trial function as ψ = e^(−r_e) φ, where e^(−r_e) is the neutral-donor ground state. With r̂_e the unit vector along the electron position,

|∇_eψ|² = e^(−2r_e) [ |∇_eφ|² − r̂_e·∇_e(φ²) + φ² ].

The middle term is integrated by parts. Since ∇_e·(e^(−2r_e) r̂_e) = e^(−2r_e)(2/r_e − 2), it becomes e^(−2r_e)(2/r_e − 2)φ². Hence

½∫|∇_eψ|² = ∫ e^(−2r_e) [ ½|∇_eφ|² + (1/r_e − ½)φ² ].

In the expectation value of H + ½, the last bracket cancels against −1/r_e + ½. What remains is

⟨ψ|H + ½|ψ⟩ = A + sK,

A = ∫ e^(−2r_e) [ ½|∇_eφ|² + (1/r_h − 1/r_eh)φ² ],

K = ½∫|∇_hψ|² > 0.

The first term of A is the cost of distorting the donor atom. The second is the interaction of the hole with the donor ion and the electron.

The complex is bound if some ψ gives A + sK < 0, that is, s < −A/K. The same ψ then also gives a negative value for every smaller s. The bound region is therefore one interval, 0 < s < s_c, with

s_c = sup over ψ of (−A/K).

Every trial function gives a lower bound on s_c. A trial function that yields 0.43 would prove binding below 0.43, but it would say nothing about loss of binding above it.

The integrals

Use the basis f = exp(−a r_e − b r_h − c r_eh). The hole position contributes 4πr_h² dr_h. The electron position, measured from the hole direction, contributes 2πr_e² dr_e d(cos θ), and the cosine rule gives r_eh dr_eh = r_e r_h |d(cos θ)|. The volume element is thus

8π² r_e r_h r_eh dr_e dr_h dr_eh.

The three distances must form a triangle. Put r_e = (u+w)/2, r_h = (u+v)/2, r_eh = (v+w)/2 with u, v, w ≥ 0. The Jacobian is 1/4, and

∫ exp(−αr_e − βr_h − γr_eh) dr_e dr_h dr_eh = ¼ · [2/(α+β)]·[2/(β+γ)]·[2/(γ+α)] = 2xyz,

x = 1/(α+β), y = 1/(β+γ), z = 1/(γ+α).

For a pair of basis functions, α, β and γ are the sums of their exponents. Let Γ(l,m,n) be the integral with an extra factor r_e^l r_h^m r_eh^n. It follows by applying −∂/∂α l times, −∂/∂β m times and −∂/∂γ n times. Leaving out the common 8π², the norm is Γ(1,1,1), and 1/r_h and 1/r_eh give Γ(1,0,1) and Γ(1,1,0).

Since −∂x/∂α = x² and −∂z/∂α = z², with similar rules for β and γ,

Γ(1,1,0) = 2xyz [(x+y)(x+z) + x²],

Γ(1,0,1) = 2xyz [(x+z)(y+z) + z²],

Γ(1,0,1) − Γ(1,1,0) = 2xyz · 2(z² − x²).

For the distortion term, ∇_eφ = −[(a−1)r̂_e + c n̂]φ, where n̂ points from hole to electron. The cosine rule gives r̂_e·n̂ = (r_e² + r_eh² − r_h²)/(2r_e r_eh), whose integral is

C = ½[Γ(2,1,0) + Γ(0,1,2) − Γ(0,3,0)].

K follows in the same way: replace a−1 by b and exchange the roles of r_e and r_h in C.

One exponential

Take a = c = 0.7 and b = 0.3. Then α = γ = 1.4 and β = 0.6, so x = y = 0.5 and z = 0.3571. Let q = 2x² + xy + xz + yz = 1.1071, the bracket of Γ(1,1,0) multiplied out. Differentiating once more and dividing by 2xyz gives

Γ(1,1,1) → (y+z)q + xy² + xz² + y²z + yz² = 1.2908,

Γ(2,1,0) → (x+z)q + 4x³ + x²y + x²z + xz² + yz² = 1.7908,

Γ(0,3,0) → 6(x³ + x²y + xy² + y³) = 3.

Because a = c, Γ(0,1,2) equals Γ(2,1,0). The mean cosine is (1.7908 − 1.5)/1.2908 = 0.2253, and

A/norm = ½[0.3² + 0.7² − 2(0.3)(0.7)(0.2253)] + 2(0.3571² − 0.5²)/1.2908
= 0.2427 − 0.1897 = 0.0530.

This is 0.00144 eV. It is positive, so this function does not bind a hole of any mass. A numerical minimization of A/norm over a, b and c from three starting points, with each of a+b, b+c and c+a kept at or above 0.02, found no negative value; the smallest was 4 × 10⁻⁷ eV. So small a value does not mean near-binding: for a = 1, c = 0 and b → 0, a neutral donor with a widely spread hole, A/norm tends to zero from above, and at the imposed limit b = 0.02 the formulas above already give about 4 × 10⁻⁷ eV. This is numerical evidence, not a proof, that one exponential is not enough.

More exponentials

For ψ = Σ v_i f_i, making −A/K stationary gives the matrix equation

𝐀v = −λ𝐊v.

Its largest λ is the best lower bound within the basis. Two exponentials already bind. One local optimum of their exponents gives s_c ≥ 0.15; there the two sets of exponents coincide to the digits shown (a = 1.008, b = 0.412, c ≈ 0). The difference of two nearly equal exponentials is proportional to a derivative with respect to the exponents. That pair therefore acts as one exponential times a linear polynomial in the three distances. It is not the best pair. Two distinct exponentials, (a, b, c) = (1.002, 0.057, 0.011) and (0.620, −0.107, 0.876), give s_c ≥ 0.228. The first is a neutral donor with a diffuse hole, and the second holds the electron close to the hole.

A large basis must also describe the hole far away. At threshold the hole has zero energy outside the atom, so its function falls as 1/r_h. The norm then diverges, but K stays finite, because ∫r_h²(1/r_h²)² dr_h converges at large r_h. Very diffuse hole functions were therefore added to exponentials whose exponents were spread quasi-randomly. The bounds are

75 functions: 0.4520
150 functions: 0.4541
300 functions: 0.4542
300 functions, other exponents: 0.4542

Each is a lower bound. Their agreement supports, without proving, the value

s_c ≈ 0.454, or m_h/m_e ≈ 2.20.

So binding is not lost at 0.43. In the model semiconductor the hole is still bound there. The first 300-function basis gives a binding energy of about 2.5 × 10⁻⁶ eV; being variational, this is a lower bound on the true binding energy.

Why the binding is so weak there. Let B be the binding energy of the hole. Just below s_c the hole function falls as e^(−κr_h)/r_h with B = sκ²/2. Its norm grows as 1/κ while K stays finite. The derivative of the energy with respect to s is K/norm, so dB/ds is proportional to −κ, hence to −√B near threshold. This makes √B linear in s_c − s. From s = 0.40 to 0.43, B falls from 13.5 × 10⁻⁶ to 2.49 × 10⁻⁶ eV. The square root falls by a factor 2.33, and s_c − s by a factor 0.0542/0.0242 = 2.24, close to the leading law.

That binding does end

For each hole position, the electron part of the energy is at least ε₀(R). Therefore

⟨H + ½⟩ ≥ ∫ [ (s/2)|∇_hψ|² + (U(r_h) + ½)ψ² ].

If a hole moving in U has no level below −1/2, neither has the complex. At the ratio where this level disappears, the zero-energy radial function, which obeys u″ = (2/s)(U + ½)u with u(0) = 0, becomes flat at large R. Numerical integration with the computed U gives s = 1.37. Hence s_c lies below 1.37, to the accuracy of that calculation.

A case well inside the bound region

For s = 0.2 and the model parameters, the energies are

neutral donor and free hole: −0.5 × 0.027211 = −0.013606 eV
free exciton and donor ion: −0.013606/1.2 = −0.011338 eV
complex (300 functions): −0.014060 eV

Freeing the hole costs 0.014060 − 0.013606 = 0.00045 eV. Freeing the exciton costs 0.014060 − 0.011338 = 0.00272 eV, six times as much. The mean distances are 94 Å (electron-donor), 189 Å (hole-donor) and 172 Å (electron-hole). The state resembles a neutral donor with a loosely attached hole more than an exciton resting on an ion.

Comparison of estimate and solution

The scaling estimate, 0.82, is 1.8 times the converged 0.454. Two errors of opposite sign enter it. The crude confinement energy is too large: the same potential U, treated properly, holds the hole up to s = 1.37. On the other side, the hole problem in U leaves out two non-negative terms. Write ψ = F χ, with F a function of the hole position and χ an electron function normalized for each hole position. Then ∫χ∇_hχ = 0 over the electron, so the hole kinetic energy is (s/2)[|∇F|² + F²∫|∇_hχ|²]. The second part is missing from the problem in U, and so is the excess of the electron energy in χ over ε₀(R). An electron that follows the hole exactly avoids the excess but pays the kinetic term; one that follows less closely pays some of each. The full variational calculation contains both, without separating them, and gives 0.454 instead of 1.37.

With m_e at 0.1 free-electron masses, the hole must be heavier than about 0.220 free-electron masses. Reversing all charges turns the problem into an exciton at an ionized acceptor, which binds for m_h/m_e < 0.454. For m_e/m_h between about 0.454 and 2.20, neither ion binds an exciton in this model. Anisotropic or degenerate bands, a core potential, or radii not large compared with the lattice spacing would shift these limits.
